# Area-scaled collapse on a Weibull plot does not establish Weibull lifetimes

**The argument under review.** Comb capacitors in a low-k dielectric, alike except for their facing length, are stressed at one voltage and one temperature until they break down. For each length the failed fraction $F(t)$ is drawn on a Weibull plot, with $W=\ln[-\ln(1-F)]$ against $\ln t$. The curve for area $A$ is then moved down by $\ln(A/A_0)$, where $A_0$ is the smallest area. The moved curves coincide. The argument concludes that the lifetimes follow a Weibull law, fits one straight line through the merged points, and extends it to the wiring length and the small failed fraction of a product.

The shift by $\ln(A/A_0)$ is legitimate and the coincidence is informative. The conclusion about the Weibull law does not follow from it, and the extended line inherits the gap.

## What the vertical shift uses

Let $S=1-F$ be the surviving fraction and $H=-\ln S$ the cumulative hazard, so that $W=\ln H$. Divide a comb into $n$ segments and assume that

- the segments have the same lifetime distribution and fail independently;
- the comb fails when its first segment fails;
- $n$ is proportional to the area, with nothing added by pads or line ends;
- all combs see the same field and temperature.

The comb survives to time $t$ only if every segment does. Independence turns this joint probability into a product:

$$S_n(t)=[S_{\rm seg}(t)]^n .$$

Taking $-\ln$ of both sides gives

$$H_n(t)=n\,H_{\rm seg}(t),$$

and a second logarithm gives $W_n=\ln n+\ln H_{\rm seg}$. Subtract the same relation for the reference comb, which has $n_0$ segments. The segment term cancels, and $n/n_0=A/A_0$, so

$$W_A(t)=W_{A_0}(t)+\ln\frac{A}{A_0}.$$

Nothing was said about the form of $H_{\rm seg}(t)$. It may be a power of $t$, which is the Weibull case, or any other increasing function that starts from zero. The vertical shift removes the number of segments and leaves the segment law as it was.

A simulation that takes explicit minima shows the same thing. Lifetimes were drawn for every segment of 40,000 combs with 10 segments and 20,000 combs with 100 segments, and the earliest failure in each comb was kept. The expected shift is $\ln 10=2.303$. It was measured at the times when 20, 50 and 80 % of the larger combs had failed. Four segment laws were used, none of them Weibull: lognormal, gamma, log-logistic, and a mixture of two exponentials. The largest departure from $\ln 10$ was 0.05, and every departure lay within four standard errors.

## What the Weibull law adds

The Weibull law states that $H_{\rm seg}=(t/\eta)^\beta$, hence

$$W_n=\beta\ln t-\beta\ln\eta+\ln n .$$

This is a statement about the shape of the merged curve: it is straight. For a general law the slope depends on position,

$$\beta_{\rm loc}(t)=\frac{d\ln H_{\rm seg}}{d\ln t}=\frac{t\,h(t)}{H_{\rm seg}(t)},\qquad h=\frac{dH_{\rm seg}}{dt}.$$

Area dependence can reveal this slope, provided one looks at times and not just at vertical positions. Let $t_{63}$ be the time at which $H_n=1$, that is $F=1-e^{-1}\approx 63\,\%$. Then

$$\ln n+\ln H_{\rm seg}(t_{63})=0 .$$

Differentiate with respect to $\ln n$. The first term gives 1, and by the chain rule the second gives $\beta_{\rm loc}$ times the derivative of $\ln t_{63}$. Therefore

$$\frac{d\ln t_{63}}{d\ln A}=-\frac{1}{\beta_{\rm loc}(t_{63})}.$$

A larger comb reaches $H_n=1$ at a smaller $H_{\rm seg}=1/n$, so a series of areas reads the slope at successively lower points of one master curve. Under a Weibull law all readings agree.

**A case that collapses and is not Weibull.** Take segments 10 µm long, so 100 per millimetre, with lognormal lifetimes: median $t_m=10^7$ s and standard deviation $\sigma=2$ of $\ln t$. Call this law A. With $z=\ln(t/t_m)/\sigma$ and $\Phi$ the normal distribution function, $S_{\rm seg}=\Phi(-z)$. A 1 mm comb reaches $H_n=1$ when $H_{\rm seg}=0.01$, which requires $z=-2.328$, so $t_{63}=10^7e^{-4.656}=9.5\times10^4$ s. The four lengths give:

| Length (mm) | $t_{63}$ (s) | $\beta_{\rm loc}$ at $t_{63}$ | $t_{63}/t_{1\%}$ |
|---|---|---|---|
| 1 | 95,000 | 1.34 | 16.1 |
| 10 | 20,690 | 1.68 | 10.5 |
| 100 | 5,884 | 1.98 | 7.9 |
| 1000 | 1,975 | 2.24 | 6.5 |

From 1 to 10 mm the times alone give an average slope $\ln 10/\ln(95{,}000/20{,}690)=1.51$; from 100 to 1000 mm they give $\ln 10/\ln(5884/1975)=2.11$. Each lies between the local slopes at its two ends. The last column shows the same change within each distribution. For a Weibull law it would be $(1/0.01005)^{1/\beta}$ at every length, because $H=0.01005$ at $F=1\,\%$.

The trend has a simple limit. Let $\varphi$ be the normal density. Differentiating $H_{\rm seg}=-\ln\Phi(-z)$ and using $dz/d\ln t=1/\sigma$ gives

$$\beta_{\rm loc}=\frac{\varphi(z)}{\sigma\,\Phi(-z)\,H_{\rm seg}} .$$

Far in the early tail, $z\to-\infty$, we have $\Phi(-z)\to1$ and $H_{\rm seg}\to\Phi(z)$. Since $u\varphi(u)=-\varphi'(u)$, integration by parts gives

$$\Phi(z)=\int_{|z|}^\infty\frac{u\varphi(u)}{u}\,du=\frac{\varphi(z)}{|z|}-\int_{|z|}^\infty\frac{\varphi(u)}{u^2}\,du .$$

The last integral is smaller than $\Phi(z)/z^2$ and drops out at leading order. Hence $\beta_{\rm loc}\to|z|/\sigma$, which grows without limit as the area increases. At 1000 mm, $z=-4.265$ and this estimate gives 2.13, about 5 % below the full value.

## A collapse that would single out Weibull

Suppose the curves can also be merged by horizontal shifts, so that a change of area merely rescales time. Write $x=\ln t$ and let $G(x)$ be the reference curve $W$, continuous and strictly increasing over the whole real line. For an area ratio $e^s$ the curve is $G(x)+s$. The hypothesis is that for every real $s$ there is a displacement $c(s)$, independent of $x$, with

$$G(x)+s=G(x+c(s))\quad\text{for all }x .$$

Apply this first with $s$ and then with $s'$:

$$G(x)+s+s'=G(x+c(s))+s'=G(x+c(s)+c(s')).$$

Applied once with $s+s'$, it gives $G(x+c(s+s'))$. Since $G$ takes no value twice, $c(s+s')=c(s)+c(s')$. If $s>0$, then $G(x+c(s))>G(x)$, so $c(s)>0$. Together with additivity, this makes $c$ increasing.

Additivity gives $c(q)=q\,c(1)$ for every rational $q$. A real $s$ can be enclosed between rationals as close as desired, and monotonicity then forces $c(s)=s\,c(1)$. Name the positive constant $c(1)=1/\beta$. Setting $x=0$ in the hypothesis gives $G(s/\beta)=G(0)+s$, or, with $s=\beta x$,

$$G(x)=G(0)+\beta x .$$

This is the Weibull line. Collapse under both kinds of shift, for all area ratios, is thus equivalent to independent-segment scaling with a Weibull law.

The words "for all area ratios" matter. Consider

$$G(x)=x+0.2\sin\frac{2\pi x}{\ln 10}.$$

Its slope is at least $1-0.4\pi/\ln 10=0.45$, so it is a valid increasing curve. Moving $x$ by $\ln 10$ leaves the sine unchanged and raises $G$ by $\ln 10$. Areas in the ratio 10, 100 or 1000 therefore collapse horizontally although the law is not Weibull. At ratio $\sqrt{10}$ the required displacement varies by 0.71 in $\ln t$ over $-3\le W\le1$. This law is artificial, but it shows that areas spaced by whole decades leave a gap in the logic.

On simulated minima the horizontal criterion does separate the two laws. The comb counts were those given earlier. Weibull segments with $\beta=1.3$, displaced by $\ln 10/\beta$, gave a two-sample Kolmogorov–Smirnov probability of 0.24, which is no sign of a difference. The lognormal combs, aligned at their medians, gave $10^{-99}$. Samples of this size are far beyond a normal reliability test, so the second figure shows that the difference exists, not that 30 combs would reveal it.

## What the vertical collapse does test

The manuscript's collapse could have failed, and that is its value. Suppose all segments of a comb share a random condition, such as a line spacing that differs from comb to comb. Given that condition, let the smaller comb survive with probability $p$. A comb $a$ times larger survives with probability $p^a$. Averaging over the condition gives $S_n=\langle p\rangle$ and $S_{an}=\langle p^a\rangle$. For $a\ge1$ the function $p^a$ is convex, so Jensen's inequality gives

$$\langle p^a\rangle\ge\langle p\rangle^a\quad\Longrightarrow\quad H_{an}\le a\,H_n .$$

The curves then lie closer together than $\ln a$. In a simulation with lognormal segments and a shared lifetime factor whose logarithm had standard deviation 1, combs of 10 and 100 segments were separated by 0.76 less than $\ln 10$, at the time when 80 % of the larger combs had failed.

Success of the collapse supports independence without proving it. Let $U$ and $V$ lie between 0 and 1 with joint density $1+\sin[2\pi(u-v)]$. Integrating over either variable covers a full period of the sine, so each variable alone is uniform. For the smaller of the two,

$$P(U>c,\,V>c)=(1-c)^2+\int_c^1\!\!\int_c^1\sin[2\pi(u-v)]\,du\,dv=(1-c)^2 ,$$

because the integrand changes sign when $u$ and $v$ are exchanged while the square does not change. This is the result for independent variables. Yet $P(U>0.5,V>0.25)=0.4257$, whereas independence requires $0.5\times0.75=0.375$. If $U$ and $V$ are taken as the values of $F_{\rm seg}$ at which two segments fail, the pair has any desired segment law, is dependent, and still shows the shift $\ln 2$ relative to one segment.

## What the unsupported step costs

The manuscript extends its line to a product. Take a product with 100 m of facing length and ask for the time at which 100 ppm have failed, at the same test stress. Relative to a 1 mm comb the length ratio is $10^5$, and $H\approx10^{-4}$, so the line must be read at

$$W=\ln\frac{10^{-4}}{10^5}=-20.7 .$$

With 30 combs per length, the first failure has median rank $0.7/30.4=0.023$, which corresponds to $W=-3.8$. For the 1000 mm combs the shift lowers this by $\ln 1000=6.9$, to $-10.7$. The merged data therefore stop about ten units above the point of interest.

To separate error of form from sampling scatter, the lines below are fitted to ideal data, in which each failure sits at the time belonging to its median rank. The fit is least squares of $\ln t$ against the shifted $W$.

**Law A.** The product condition is $H_{\rm seg}=10^{-4}/10^7=10^{-11}$, since 100 m contains $10^7$ segments. This corresponds to $z=-6.706$ and a true life of $10^7e^{-13.41}=15$ s. The line through all four lengths has slope 1.85 and predicts 1.1 s, too short by a factor of 14. The line through the 1 mm data alone has slope 1.47 and predicts 0.074 s, too short by a factor of about 200. The squared correlation coefficients are 0.990 and 0.994, so a value near one is no protection, and the line with the higher value predicts worse. The direction of the error follows from the local slopes: the true curve steepens towards early times, and a line with an average slope runs too far to the left.

**Law B.** Now let most segments be Weibull with $\beta=2$, scaled so that a 1 mm comb has $t_{63}=10^5$ s. Let a fraction $10^{-8}$ of segments fail early, with exponential lifetimes of mean 100 s. Segments remain independent and identically distributed, since each has the same chance of being an early one, so the vertical collapse holds as before. The whole test contains $30\times100\times1111=3.3\times10^6$ segments, and the expected number of early ones is 0.033. The test will most probably contain none.

The merged line has slope 2.00 and a squared correlation of 1.0000. It predicts 3.1 s, in agreement with the main population alone: $10^5(t/10^5)^2=10^{-4}$ gives $t=3.2$ s. The product, however, contains on average $10^7\times10^{-8}=0.1$ early segments. For $t\ll100$ s their contribution is $H\approx0.1\,t/(100\ {\rm s})$, which reaches $10^{-4}$ at $t=0.1$ s. The main population adds only $10^{-7}$ at that time. The line is too optimistic by a factor of 31.

The line errs in opposite directions for the two laws, so it cannot be defended as a cautious choice unless something is known about the segment law outside the tested range.

## A sounder use of the same data

Where the collapse holds within error, the lengths can be pooled on the working assumption of independent, identical segments. Pooling widens the range of $H_{\rm seg}$, and the wider range is what can distinguish shapes. The density of failure times for a comb of $n$ segments is $-dS_n/dt=n\,h\,e^{-nH_{\rm seg}}$, so, when every comb is run to failure, a candidate law has log-likelihood

$$\ln\mathcal L=\sum_i\left[\ln n_i+\ln h(t_i)-n_iH_{\rm seg}(t_i)\right].$$

The Weibull and lognormal laws each have two adjustable parameters, so their maxima can be compared directly. This was done for 100 simulated data sets obeying law A. With 120 combs of 1 mm, the lognormal law was preferred in most of the sets, but the Weibull law still won in a sizeable minority. With the same total of 120 combs, but 30 of each length, the lognormal law was preferred in more than nine sets out of ten.

Two limits apply. The lognormal fit took the segment length of 10 µm as known. For a Weibull law a different segment length can be absorbed into $\eta$, but the minimum of several lognormal lifetimes is not lognormal, so there the choice matters and can reverse the ranking: if the segment is taken as 1 mm instead of 10 µm, the lognormal law wins in fewer than half of the pooled data sets. And a comparison of two laws ranks those two only; it would not uncover the early population of law B, which is absent from most tests.

## The model beside real combs

The example supposes 40 nm spacing, 80 nm line height, 398 K and 20 V, hence 5 MV/cm. These are roughly typical of accelerated tests on low-k interconnects; operating fields are much lower. The $t_{63}$ values, from about half an hour to 26 hours, are practical test times. The segment length and both lifetime laws are assumptions of the model, not measurements. The lives of 15 s and 0.1 s refer to test stress. A common acceleration factor would multiply true and predicted lives alike and leave their ratios unchanged; if early and main failures accelerate differently, the ratio for law B changes.

One assumption that real combs can violate is that nothing is shared within a comb. If $\ln t$ falls linearly with field at a rate $\gamma$, a spacing change $\delta s$ at fixed voltage alters it, to first order, by $\gamma E\,\delta s/s$. With a rough $\gamma=4$ cm/MV, a comb-to-comb standard deviation of 0.5 nm gives $4\times5\times0.5/40=0.25$, and 2 nm gives 1.0. For law A, at the time when the 10 mm combs reach $H=1$, the separation of the 1 and 10 mm curves then falls short of $\ln 10$ by 0.08 and 0.86 respectively. End structures equivalent to 0.1 mm in every comb produce a similar shortfall, $\ln(10.1/1.1)-\ln10=-0.085$, so a small shortfall between these two lengths does not identify its cause. The two causes part at greater length. The end effect fades: between 10 and 100 mm it is only $\ln(100.1/10.1)-\ln10=-0.009$. The spacing effect does not. For a small standard deviation $s$ of $\ln t$, the conditional hazard $X$ of the longer comb has mean near 1 and variance near $\beta_{\rm loc}^2s^2$, and $-\ln\langle e^{-X}\rangle\approx\langle X\rangle-\tfrac12{\rm Var}\,X$. Applied to both lengths, this gives a shortfall of about $0.45\,\beta_{\rm loc}^2s^2$. For law A and $s=0.25$ it is 0.08 between 1 and 10 mm and 0.11 between 10 and 100 mm. Telling 0.11 from 0.009 needs far more than 30 combs per length, as the next estimate shows. A temperature offset of 1 K changes $\ln t$ by 0.037 for a rough activation energy of 0.5 eV. The voltage drop in the feed, 0.8 mV for the longest comb at a rough leakage of $10^{-4}$ A/cm² and $10^4$ Ω, changes it by less than 0.001.

These shortfalls must be set against sampling error. An observed fraction from $N$ combs has variance $F(1-F)/N$, and $d\ln H/dF=1/[(1-F)H]$. The variance of $\ln H$ is therefore

$$\frac{F}{(1-F)\,N H^2}=\frac{e^H-1}{N H^2}.$$

With $N=30$, and $H=1$ and $0.1$ for the two lengths at the same time, the variances are 0.057 and 0.351, and the standard error of the separation is $\sqrt{0.408}=0.64$. At this time the 2 nm variation amounts to only 1.3 standard errors, and the 0.5 nm variation to about 0.1. With 30 combs per length, a comparison of two lengths at this one time is thus a weak test of independence. The choice of time matters: when the 10 mm combs reach $H=2$, the 2 nm shortfall is 1.09 against a standard error of 0.49, about 2.2 standard errors. Other times and the other lengths add information that a single comparison leaves out.

## Requested changes

The manuscript should state that its collapse is consistent with independent, identical segments, and give the error of the measured shifts. The claim of a Weibull law needs separate evidence: a local slope that stays constant over the merged range, and a likelihood comparison with named alternatives. Agreement of the local slope with the area dependence of $t_{63}$ is not such evidence, because it follows from the vertical collapse for any segment law. The product life should be quoted for each law that survives, together with the early-failure fraction that the total tested length could have missed. The values used in this comment are set in the program, and the main ones are repeated in its output.

## Calculated quantities

```
Simulated minima, area ratio 10: ln 10 = 2.3026
  largest |shift - ln 10|, lognormal: 0.049
  largest |shift - ln 10|, gamma: 0.030
  largest |shift - ln 10|, log-logistic: 0.050
  largest |shift - ln 10|, early-failure mix: 0.020
  shared factor (sd of ln t = 1), shift - ln 10 at F=0.8: -0.761
Horizontal collapse p-value: Weibull 0.24, lognormal 1.3e-99
Ripple law, spread of horizontal shift in ln t:
  ratio 10: 5.0e-14; ratio sqrt(10): 0.706
Dependent pair P(U>0.5,V>0.25) = 0.4257; product 0.3750
Comb: 20 V, 40 nm spacing, 80 nm height, 398 K, 5.0 MV/cm
Law A lognormal: segment median 1.0e+07 s, sd of ln t 2.0
Segments per mm: 100; samples per length: 30
  L=   1 mm: t63=9.500e+04 s, slope 1.340, t63/t1%=16.10
  L=  10 mm: t63=2.069e+04 s, slope 1.684, t63/t1%=10.45
  L= 100 mm: t63=5.884e+03 s, slope 1.979, t63/t1%=7.90
  L=1000 mm: t63=1.975e+03 s, slope 2.239, t63/t1%=6.47
Law B: slope 2.0, main t63 at 1 mm 1.0e+05 s
  early fraction 1e-08 per segment, mean life 100 s
  early segments expected in whole test: 0.0333
Product: 100 m, 100 ppm, at test stress
  law A true life: 1.497e+01 s
    line, 1 mm only: slope 1.470, r2 0.9941, life 7.365e-02 s
      true life / line life: 203
    line, all lengths: slope 1.848, r2 0.9898, life 1.093e+00 s
      true life / line life: 13.7
  law B true life: 9.996e-02 s
    line, 1 mm only: slope 2.000, r2 1.0000, life 3.162e+00 s
      true life / line life: 0.0316
    line, all lengths: slope 1.999, r2 1.0000, life 3.142e+00 s
      true life / line life: 0.0318
Likelihood prefers lognormal (law A data, 100 sets):
  120 combs of 1 mm: 69 %; 30 of each length: 95 %
Neglected effects (gap = shift - ln 10, 1 to 10 mm):
  rough inputs: gamma 4.0 cm/MV, activation 0.5 eV
  spacing sd 0.5 nm: sd of ln t 0.250, gap -0.080
  spacing sd 2.0 nm: sd of ln t 1.000, gap -0.862
  1 K offset: change of ln t 0.0366
  leakage 1e-04 A/cm2, feed 1e+04 ohm, area 8.0e-04 cm2
  feed drop at 1000 mm: 0.80 mV, change of ln t 8.0e-04
  ends worth 0.1 mm per comb: gap -0.085
  sampling error of the gap, 30 combs each: 0.64
```
